# Relative pKa Values from Proton Exchange with a Measured Reference Acid: test program

```python
"""
Result under test: for two one-proton acids in one solvent at one temperature,
    pKa(target) = pKa(reference) + G_exchange / (kT ln 10),
where G_exchange belongs to  HA + R(-) -> A(-) + HR  and needs neither the
proton free energies nor the conversion from 1 bar gas to 1 mol/L.
HA is the target acid, HR the reference acid; S is the proton solvation free
energy (1 mol/L gas to 1 mol/L solution). Energies are in eV, lengths in nm.
Model: ideal translation, three harmonic modes lost on deprotonation, Born
solvation of anions, assigned solvation energies of neutral acids.
The independent road finds the stationary point of the free energy of a mixed
solution, using particle densities and no gas-pressure standard state.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import root

mp.mp.dps = 50
EV = const.e
T_ROOM = 298.15
EPS_WATER = 78.4
P_STANDARD = 1.0e5
DENSITY_1M = 1000.0 * const.N_A
PROTON_U = const.m_p / const.atomic_mass
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm

# energy: electronic energy of A(-) + H(+) minus that of HA
target = dict(mass=90.0, energy=15.45, modes=(3600., 1250., 600.),
              radius=0.210, neutral=-0.30)
reference = dict(mass=70.0, energy=15.30, modes=(3550., 1300., 650.),
                 radius=0.216, neutral=-0.30)
PKA_REFERENCE = 4.20


def thermal_energy(temperature):
    return const.k * temperature / EV


def quantum(wavenumber):
    return const.h * const.c * 100 * wavenumber / EV


def gas_free_energy(mass, energy, modes, temperature):
    """Closed-form free energy per particle at 1 bar."""
    kt = thermal_energy(temperature)
    wavelength = const.h / np.sqrt(
        2 * np.pi * mass * const.atomic_mass * const.k * temperature)
    result = energy + kt * np.log(
        P_STANDARD * wavelength**3 / (const.k * temperature))
    for mode in modes:
        w = quantum(mode)
        result += w / 2 + kt * np.log1p(-np.exp(-w / kt))
    return result


def born(radius, eps):
    return -(1 - 1 / eps) * COULOMB / (2 * radius)


def gas_part(acid, temperature=T_ROOM):
    """g(A-) - g(HA) at 1 bar, without the free proton."""
    anion = gas_free_energy(acid["mass"] - PROTON_U, acid["energy"],
                            (), temperature)
    neutral = gas_free_energy(acid["mass"], 0.0, acid["modes"], temperature)
    return anion - neutral


def solvation_part(acid, eps=EPS_WATER):
    return born(acid["radius"], eps) - acid["neutral"]


def exchange_energy(acid, ref, temperature=T_ROOM, eps=EPS_WATER):
    return (gas_part(acid, temperature) - gas_part(ref, temperature)
            + solvation_part(acid, eps) - solvation_part(ref, eps))


KT = thermal_energy(T_ROOM)
PKA_ENERGY = KT * np.log(10)
CONVERSION = KT * np.log(DENSITY_1M * const.k * T_ROOM / P_STANDARD)
PROTON_GAS = gas_free_energy(PROTON_U, 0.0, (), T_ROOM)


def direct_pka(acid, proton_solvation, convert=True):
    energy = gas_part(acid) + solvation_part(acid) + PROTON_GAS
    energy += proton_solvation + (CONVERSION if convert else 0.0)
    return energy / PKA_ENERGY


# Independent microscopic ingredients for the mixed solution
gaussian_area = quad(lambda s: np.exp(-s*s), -np.inf, np.inf,
                     epsabs=1e-13, epsrel=1e-13)[0]


def born_by_field(radius):
    """Solvent part of the electric field energy outside the ion."""
    # r = radius / t maps the exterior to 0 < t < 1
    integral = quad(lambda t: (t / radius)**2 * radius / t**2, 0, 1)[0]
    return -(1 - 1 / EPS_WATER) * COULOMB / 2 * integral


def potential_at_1m(mass, energy, modes, solvation):
    """Chemical potential at 1 mol/L from momentum and level sums."""
    width = np.sqrt(2 * mass * const.atomic_mass * const.k * T_ROOM)
    states_per_volume = (gaussian_area * width / const.h)**3
    result = energy + solvation + KT * np.log(DENSITY_1M / states_per_volume)
    levels = np.arange(400)
    for mode in modes:
        result -= KT * np.log(np.sum(np.exp(
            -(levels + 0.5) * quantum(mode) / KT)))
    return result


def mixed_solution(proton_solvation, total=0.01):
    """Both acids at the same total concentration; returns pKa's and state."""
    standard = []
    for acid in (target, reference):
        standard.append(potential_at_1m(
            acid["mass"], 0.0, acid["modes"], acid["neutral"]))
        standard.append(potential_at_1m(
            acid["mass"] - PROTON_U, acid["energy"], (),
            born_by_field(acid["radius"])))
    standard.append(potential_at_1m(PROTON_U, 0.0, (), proton_solvation))
    standard = [mp.mpf(float(value)) for value in standard]
    kt, amount = mp.mpf(float(KT)), mp.mpf(total)

    def concentrations(u, v):
        a, b = 1 / (1 + mp.exp(-u)), 1 / (1 + mp.exp(-v))
        return [amount*(1-a), amount*a, amount*(1-b), amount*b, amount*(a+b)]

    def free_energy(u, v):
        return sum(c * (mu + kt * (mp.log(c) - 1))
                   for c, mu in zip(concentrations(u, v), standard))

    def slopes(variables):
        u, v = [mp.mpf(float(value)) for value in variables]
        step = mp.mpf("1e-12")
        du = (free_energy(u+step, v) - free_energy(u-step, v)) / (2*step)
        dv = (free_energy(u, v+step) - free_energy(u, v-step)) / (2*step)
        c = concentrations(u, v)
        return np.array([float(du * amount / (c[0] * c[1] * kt)),
                         float(dv * amount / (c[2] * c[3] * kt))])

    solution = root(slopes, [np.log(0.01), np.log(0.05)], tol=1e-12)
    assert np.max(np.abs(slopes(solution.x))) < 1e-8
    c = [float(value) for value in concentrations(*map(mp.mpf, solution.x))]
    return dict(target=-np.log10(c[4] * c[1] / c[0]),
                reference=-np.log10(c[4] * c[3] / c[2]),
                ph=-np.log10(c[4]), fraction=c[1] / total,
                ref_fraction=c[3] / total)


def ionised_fraction(pka, ph):
    return 1 / (1 + 10**(pka - ph))


exchange = exchange_energy(target, reference)
pka_shift = exchange / PKA_ENERGY
pka_target = PKA_REFERENCE + pka_shift

# Direct cycle and cancellation against the mixed solution
proton_values = (-11.4, -11.5, -11.6)
solutions = [mixed_solution(value) for value in proton_values]
for value, state in zip(proton_values, solutions):
    assert abs(state["target"] - direct_pka(target, value)) < 1e-6
    assert abs(state["reference"] - direct_pka(reference, value)) < 1e-6
    assert abs(state["target"] - state["reference"] - pka_shift) < 1e-6
direct_change = solutions[0]["target"] - solutions[1]["target"]
assert abs(direct_change - 0.1 / PKA_ENERGY) < 1e-6

# The reference value fixes the effective proton solvation energy
calibrated_proton = (PKA_REFERENCE - direct_pka(reference, 0.0)) * PKA_ENERGY
calibrated = mixed_solution(calibrated_proton)
assert abs(calibrated["reference"] - PKA_REFERENCE) < 1e-6
assert abs(calibrated["target"] - pka_target) < 1e-6
assert abs(calibrated["fraction"]
           - ionised_fraction(pka_target, calibrated["ph"])) < 1e-6

# Omitted conversion and a reference with another proton solvation energy
missing_error = (direct_pka(target, calibrated_proton, convert=False)
                 - calibrated["target"])
assert abs(missing_error + CONVERSION / PKA_ENERGY) < 1e-6
other_solvent = mixed_solution(calibrated_proton + 0.1)
solvent_error = (other_solvent["reference"] + pka_shift
                 - calibrated["target"])
assert abs(solvent_error - 0.1 / PKA_ENERGY) < 1e-6
for acid in (target, reference):
    assert abs(born_by_field(acid["radius"])
               - born(acid["radius"], EPS_WATER)) < 1e-10

# Acid-specific and common errors
RADIUS_ERROR = 0.005
target_wide = dict(target, radius=target["radius"] + RADIUS_ERROR)
reference_wide = dict(reference, radius=reference["radius"] + RADIUS_ERROR)
one_radius = (exchange_energy(target_wide, reference) - exchange) / PKA_ENERGY
both_radii = (exchange_energy(target_wide, reference_wide)
              - exchange) / PKA_ENERGY
assert abs(both_radii) < abs(one_radius) / 5
target_energy = dict(target, energy=target["energy"] + 0.05)
electronic_error = (exchange_energy(target_energy, reference)
                    - exchange) / PKA_ENERGY
target_mode = dict(target, modes=(3650., 1250., 600.))
mode_error = (exchange_energy(target_mode, reference) - exchange) / PKA_ENERGY
rotation_error = 0.5 * np.log10(1.10)
site_error = np.log10(2.0)

# Ionic strength: extended Debye-Hueckel estimate, beyond its safest range
IONIC_STRENGTH = 0.26
COUNTERION_RADIUS = 0.30
bjerrum_water = COULOMB / (EPS_WATER * KT)
screening = np.sqrt(8 * np.pi * bjerrum_water * IONIC_STRENGTH
                    * DENSITY_1M * 1e-27)


def log_activity(acid):
    distance = acid["radius"] + COUNTERION_RADIUS
    return (-bjerrum_water * screening
            / (2 * (1 + screening * distance)) / np.log(10))


def log_activity_from_cloud(acid):
    """Normalise the screened charge cloud, then integrate its potential."""
    distance = acid["radius"] + COUNTERION_RADIUS
    charge = quad(lambda r: r*np.exp(-screening*r), distance, np.inf)[0]
    potential = quad(lambda r: np.exp(-screening*r), distance, np.inf)[0]
    return -bjerrum_water * potential / charge / (2 * np.log(10))


for acid in (target, reference):
    assert abs(log_activity(acid) - log_activity_from_cloud(acid)) < 1e-7
activity_target = log_activity(target)
activity_difference = activity_target - log_activity(reference)
assert abs(activity_difference) < 0.1 * abs(activity_target)

# Hot weakly polar film: only the difference of free-ion pKa's is estimated
T_BAKE, EPS_FILM = 383.15, 4.0
KT_BAKE = thermal_energy(T_BAKE)
film_shift = exchange_energy(target, reference, T_BAKE, EPS_FILM) / (
    KT_BAKE * np.log(10))
hot_shift = exchange_energy(target, reference, T_BAKE, EPS_WATER) / (
    KT_BAKE * np.log(10))
bjerrum_film = COULOMB / (EPS_FILM * KT_BAKE)
assert bjerrum_film > 5 * bjerrum_water

print("INPUTS: target / reference")
for label, key, unit in (("mass", "mass", "u"),
                         ("electronic deprotonation energy", "energy", "eV"),
                         ("lost modes", "modes", "cm^-1"),
                         ("anion Born radius", "radius", "nm"),
                         ("neutral solvation energy", "neutral", "eV")):
    print(f"{label}: {target[key]} / {reference[key]} {unit}")
print(f"temperature: {T_ROOM:.2f} K; water permittivity: {EPS_WATER:.1f}")
print(f"assigned reference pKa: {PKA_REFERENCE:.2f}")
print("CYCLE TERMS")
print(f"kT: {KT:.6f} eV; kT ln 10: {PKA_ENERGY:.6f} eV")
print(f"proton gas free energy at 1 bar: {PROTON_GAS:.5f} eV")
print(f"1 bar to 1 mol/L, one species: {CONVERSION:.5f} eV")
for name, acid in (("target", target), ("reference", reference)):
    print(f"{name} g(A-)-g(HA), 1 bar: {gas_part(acid):.5f} eV")
    print(f"{name} anion solvation: {born(acid['radius'], EPS_WATER):.5f} eV")
    print(f"{name} s(A-)-s(HA): {solvation_part(acid):.5f} eV")
print(f"gas part of exchange: {gas_part(target)-gas_part(reference):.5f} eV")
print("solvation part of exchange: "
      f"{solvation_part(target)-solvation_part(reference):.5f} eV")
print(f"exchange free energy: {exchange:.5f} eV"
      f" = {exchange*EV*const.N_A/1000:.3f} kJ/mol")
print(f"pKa difference: {pka_shift:.4f}; target pKa: {pka_target:.4f}")
print(f"calibrated proton solvation energy: {calibrated_proton:.5f} eV")
print("MIXED SOLUTION: S, target pKa, reference pKa, difference")
for value, state in zip(proton_values, solutions):
    print(f"{value:.1f} eV: {state['target']:.4f}, {state['reference']:.4f}, "
          f"{state['target']-state['reference']:.4f}")
print(f"calibrated solution, 0.01 mol/L each acid: pH {calibrated['ph']:.4f}")
print(f"ionised there, target / reference: {calibrated['fraction']:.5f} / "
      f"{calibrated['ref_fraction']:.5f}")
print(f"pKa error if conversion omitted: {missing_error:.4f}")
print(f"pKa error if reference S is 0.1 eV higher: {solvent_error:.4f}")
print("ionised at rinse pH 6.0, target / reference: "
      f"{ionised_fraction(pka_target, 6.0):.4f} / "
      f"{ionised_fraction(PKA_REFERENCE, 6.0):.4f}")
print("NEGLECTED EFFECTS AND ERROR SIZES (pKa units unless stated)")
print(f"radius +{RADIUS_ERROR:.3f} nm, target only: {one_radius:.4f}")
print(f"radius +{RADIUS_ERROR:.3f} nm, both anions: {both_radii:.4f}")
print(f"target electronic energy +0.05 eV: {electronic_error:.4f}")
print(f"target stretch +50 cm^-1: {mode_error:.4f}")
print(f"10% mismatch in inertia-moment product: {rotation_error:.4f}")
print(f"uncancelled factor 2 in site count: {site_error:.4f}")
print(f"developer ionic strength: {IONIC_STRENGTH:.2f} mol/L; "
      f"counterion radius: {COUNTERION_RADIUS:.2f} nm")
print(f"log10 activity coefficient of target anion: {activity_target:.4f}")
print(f"target minus reference log10 coefficient: {activity_difference:.5f}")
print(f"film temperature: {T_BAKE:.2f} K; permittivity: {EPS_FILM:.1f}")
print(f"pKa difference at film temperature, water eps: {hot_shift:.4f}")
print(f"pKa difference at film temperature, film eps: {film_shift:.4f}")
print(f"Bjerrum length, water / film: {bjerrum_water:.3f} / "
      f"{bjerrum_film:.3f} nm")
print("verified")
```

Printed output:

```
INPUTS: target / reference
mass: 90.0 / 70.0 u
electronic deprotonation energy: 15.45 / 15.3 eV
lost modes: (3600.0, 1250.0, 600.0) / (3550.0, 1300.0, 650.0) cm^-1
anion Born radius: 0.21 / 0.216 nm
neutral solvation energy: -0.3 / -0.3 eV
temperature: 298.15 K; water permittivity: 78.4
assigned reference pKa: 4.20
CYCLE TERMS
kT: 0.025693 eV; kT ln 10: 0.059159 eV
proton gas free energy at 1 bar: -0.27242 eV
1 bar to 1 mol/L, one species: 0.08248 eV
target g(A-)-g(HA), 1 bar: 15.11410 eV
target anion solvation: -3.38476 eV
target s(A-)-s(HA): -3.08476 eV
reference g(A-)-g(HA), 1 bar: 14.96079 eV
reference anion solvation: -3.29074 eV
reference s(A-)-s(HA): -2.99074 eV
gas part of exchange: 0.15331 eV
solvation part of exchange: -0.09402 eV
exchange free energy: 0.05929 eV = 5.720 kJ/mol
pKa difference: 1.0022; target pKa: 5.2022
calibrated proton solvation energy: -11.53165 eV
MIXED SOLUTION: S, target pKa, reference pKa, difference
-11.4 eV: 7.4275, 6.4253, 1.0022
-11.5 eV: 5.7371, 4.7350, 1.0022
-11.6 eV: 4.0468, 3.0446, 1.0022
calibrated solution, 0.01 mol/L each acid: pH 3.0944
ionised there, target / reference: 0.00774 / 0.07272
pKa error if conversion omitted: -1.3943
pKa error if reference S is 0.1 eV higher: 1.6903
ionised at rinse pH 6.0, target / reference: 0.8626 / 0.9844
NEGLECTED EFFECTS AND ERROR SIZES (pKa units unless stated)
radius +0.005 nm, target only: 1.3306
radius +0.005 nm, both anions: 0.0721
target electronic energy +0.05 eV: 0.8452
target stretch +50 cm^-1: -0.0524
10% mismatch in inertia-moment product: 0.0207
uncancelled factor 2 in site count: 0.3010
developer ionic strength: 0.26 mol/L; counterion radius: 0.30 nm
log10 activity coefficient of target anion: -0.1403
target minus reference log10 coefficient: -0.00076
film temperature: 383.15 K; permittivity: 4.0
pKa difference at film temperature, water eps: 0.7843
pKa difference at film temperature, film eps: 1.0815
Bjerrum length, water / film: 0.715 / 10.903 nm
verified
```
